\section*{Individual Hybrid Wannier Centres from a Unitarized Wilson Loop}

\section{Two Berry phases that miss both anions}

In a four-band model of a polar oxide chain with period $c=0.5$ nm, the two filled bands have Berry phases that place their electrons at $0.0379$ and $0.0176$ nm. The two anions that hold these electrons sit at $0.125$ and $0.425$ nm. Yet the sum of the two band positions, $0.0555$ nm, agrees modulo $c$ with the sum of the true electronic centres, $0.12677+0.42876=0.55553$ nm. The total polarization is right, and both individual positions are wrong.

The chain is a caricature of ferroelectric hafnia, in which some oxygen ions move during switching and others act as spacers. Each cell contains four orbitals at
\begin{equation}
\tau=(0,\;c/4,\;c/2,\;3c/4+u):
\end{equation}
a cation, a fixed spacer anion, a second cation and a polar anion displaced by $u=0.05$ nm. Their energies are $3.0$, $-3.2$, $3.0$ and $-2.8$ eV. Neighbouring cations and anions at distance $d$ are coupled by $t_0e^{-(d-c/4)/\ell}$, and neighbouring anions by $t_a e^{-(d-c/2)/\ell}$, with $t_0=1.5$ eV, $t_a=-0.3$ eV and $\ell=0.125$ nm.

Parallel chains lie $b=0.25$ nm apart. The polar anion also couples to cations of the two adjacent chains in its layer. At transverse wavevector $q$ this multiplies its cation hopping by $f(q)=1+0.30\cos qb$. For each $q$ there remains a one-dimensional problem, localized along $x$ and Bloch-like across the chain; its Wannier functions are called hybrid. Unless stated otherwise, $q=\pi/2b$, where $f=1$. Two bands are filled, each with two spins, and the smallest gap over all $k$ and $q$ is $5.41$ eV at this displacement ($5.37$ eV at $u=0$).

\section{Why energy bands give the wrong positions}

Write Bloch states as $\psi_{nk}=e^{ikx}u_{nk}$ and define
\begin{equation}
A_{mn}(k)=i\langle u_{mk}|\partial_k u_{nk}\rangle .
\end{equation}
With $P$ the projector on filled states, the natural individual centres are the eigenvalues of $PxP$. To find how $x$ acts on a packet $\sum_n\int dk\,a_n\psi_{nk}$, use
\begin{equation}
x\psi_{nk}=-i\partial_k\psi_{nk}+e^{ikx}\,i\partial_k u_{nk}.
\end{equation}
Integrating the first term by parts moves the derivative onto $a_n$ and changes its sign; the boundary term vanishes because $a_n\psi_{nk}$ is periodic in $k$. Projection then gives
\begin{equation}
PxP:\quad a\;\mapsto\;(i\partial_k+A)\,a. \label{pxp}
\end{equation}

Let $X_1,X_2$ be two eigenvalues in one cell. In the basis of Bloch sums of their eigenfunctions, $A=\mathrm{diag}(X_1,X_2)$. An energy eigenstate has components $r=(r_1,r_2)$ in this basis, so the centre given by its Berry phase is
\begin{equation}
x_{\rm band}=\frac{c}{2\pi}\int_0^{2\pi/c}\!dk\,
\bigl[|r_1|^2X_1+|r_2|^2X_2+i\,r^\dagger\partial_k r\bigr].
\end{equation}
This is a weighted average of the centres plus a phase-winding term. For equal weights, $r=(1,e^{-i\varphi})/\sqrt2$ and $i r^\dagger\partial_k r=\varphi'/2$. If $\varphi$ winds once, the last term contributes $\pm c/2$, the two signs being equivalent modulo $c$. In this chain $\varphi$ winds by $-2\pi$, and
\begin{equation}
x_{\rm band}=\tfrac12(0.5555)-0.25=0.0278\ \text{nm}.
\end{equation}
The computed values lie $0.010$ nm on either side of this. In this description the difference comes from unequal weights, which enter both terms. The lower band has mean weight $0.46$ on the polar function; its weighted average is $0.266$ nm and its phase term $-0.228$ nm.

For both bands together, let $R$ be the unitary matrix whose columns are the two vectors $r$. The trace of the integrand is $X_1+X_2+i\,\partial_k\ln\det R$. The last term integrates to a multiple of $2\pi$, so the sum is correct modulo $c$. Following energy bands more carefully cannot cure the individual errors, because the bands mix electrons on different anions. The scheme must use the filled space as a whole.

\section{From a determinant to a matrix product}

Take a ring of $N$ cells with
\begin{equation}
\Delta=\frac{2\pi}{Nc},\qquad k_s=s\Delta .
\end{equation}
The coordinate $x$ is not single-valued on the ring, but $e^{i\Delta x}$ is, since $\Delta Nc=2\pi$. It raises crystal momentum by $\Delta$, and its matrix elements between filled states are the links
\begin{equation}
(M_s)_{mn}=\langle\psi_{m,k_{s+1}}|e^{i\Delta x}|\psi_{n,k_s}\rangle
=\langle u_{m,k_{s+1}}|u_{n,k_s}\rangle .
\end{equation}

In the orbital basis, put the full orbital position into the Bloch phase, $e^{ik(lc+\tau_j)}$ for cell $l$, and take $x$ to be diagonal. If the columns of $C_s$ are the filled eigenvectors at $k_s$, then $M_s=C_{s+1}^\dagger C_s$. The ring closes with
\begin{equation}
C_N=D\,C_0,\qquad D_{jj}=e^{-2\pi i\tau_j/c}, \label{close}
\end{equation}
because $\psi_{k+2\pi/c}=\psi_k$ requires $u_{k+2\pi/c}=e^{-2\pi ix/c}u_k$. A fresh diagonalization at the last point would attach an arbitrary phase or rotation and spoil the result.

The phase of $\prod_s\det M_s$ gives only the summed centre. Individual centres require the eigenvalues of the ordered product
\begin{equation}
W_{\rm raw}=M_{N-1}\cdots M_1M_0 .
\end{equation}
This cures the band problem but leaves another. The states at $k_{s+1}$ do not span exactly the same space as those at $k_s$, so projection loses norm at each link. The product is not unitary: at $N=80$ its eigenvalues have moduli $0.99876$ and $0.99888$. Its eigenvectors need not be orthogonal, so they do not in general define orthonormal Wannier functions on the finite ring.

\section{Removing the lost norm}

Decompose each link by singular values, $M=V\Sigma Y^\dagger$, and keep
\begin{equation}
Q=VY^\dagger .
\end{equation}
This choice is the unitary matrix nearest to $M$. For $J$ filled bands and any unitary $Q'$,
\begin{equation}
\|M-Q'\|^2=\mathrm{tr}\,\Sigma^2+J-2\,\mathrm{Re}\,\mathrm{tr}(Q'^\dagger M).
\end{equation}
With the unitary matrix $Z=Y^\dagger Q'^\dagger V$, cyclicity of the trace gives
\begin{equation}
\mathrm{Re}\,\mathrm{tr}(Q'^\dagger M)=\sum_i\sigma_i\,\mathrm{Re}\,Z_{ii}\le\sum_i\sigma_i .
\end{equation}
If all $\sigma_i>0$, equality requires every $Z_{ii}=1$, hence $Z=1$ and $Q'=VY^\dagger$. If a singular value vanishes, some filled state at one mesh point is orthogonal to the entire filled space at the next, and $Q$ is not unique. The mesh must then be refined, or the band gap examined.

Mixing the filled states by unitary matrices $G_s$ changes a link to
\begin{equation}
M_s'=G_{s+1}^\dagger M_sG_s
=(G_{s+1}^\dagger V)\,\Sigma\,(G_s^\dagger Y)^\dagger,
\end{equation}
so $Q_s'=G_{s+1}^\dagger Q_sG_s$. The inner factors cancel in
\begin{equation}
W=Q_{N-1}\cdots Q_1Q_0 .
\end{equation}
Equation (\ref{close}) makes $G_N=G_0$, so $W'=G_0^\dagger WG_0$ has the same eigenvalues. Random mixing of the filled states at all 20 points of a mesh changed the centres by less than $10^{-15}$ nm.

\section{What the eigenphases mean on a finite ring}

Define an operator on the filled space by
\begin{equation}
\widetilde U=\sum_{s,m,n}|\psi_{m,k_{s+1}}\rangle(Q_s)_{mn}\langle\psi_{n,k_s}| .
\end{equation}
It is unitary, so its eigenfunctions can be chosen orthonormal. Write an eigenvalue as $e^{i\Delta X}$ and the eigenfunction's amplitudes at $k_s$ as the vector $a_s$. Then
\begin{equation}
a_{s+1}=e^{-i\Delta X}Q_sa_s .
\end{equation}
After $N$ steps $a_N=a_0$, and since $N\Delta=2\pi/c$,
\begin{equation}
Wa_0=e^{iN\Delta X}a_0=e^{2\pi iX/c}a_0 .
\end{equation}
If the eigenvalues of $W$ are $e^{i\theta_n}$, the centres are therefore
\begin{equation}
x_n=\frac{c\,\theta_n}{2\pi},\qquad X=x_n+lc,\quad l=0,\ldots,N-1 .
\end{equation}
The $J$ eigenphases generate all $JN$ centres of the ring.

The same operator follows from a single global decomposition. The projected exponential $B=Pe^{i\Delta x}P$ consists of the blocks $M_s$, each leading from one momentum to the next. Thus $B^\dagger B$ is block diagonal with blocks $M_s^\dagger M_s$, and the polar factor $B(B^\dagger B)^{-1/2}$ has blocks $M_s(M_s^\dagger M_s)^{-1/2}=Q_s$. This was tested without a $k$ mesh, by building the Hamiltonian and $B$ in real space. For rings of 12 cells ($u=0.05$ nm, $q=1/b$) and 9 cells ($u=-0.03$ nm, $q=2.3/b$), the centres agreed with the loop to $2\times10^{-15}$ nm.

Two limits fix the sign and origin. For one filled band, $Q=M/|M|$ and $\theta=\sum_s\arg M_s$; an isolated orbital at $\tau$ gives $M_s=1$ except for the last link $e^{2\pi i\tau/c}$, hence $x=\tau$. If all four bands are filled, every $C_s$ is a square unitary matrix and the product telescopes:
\begin{equation}
W=C_N^\dagger C_0=C_0^\dagger D^\dagger C_0 .
\end{equation}
Its eigenphases are $2\pi\tau_j/c$: a full space returns the orbital positions for any $N$.

\section{The dense-mesh limit}

From (\ref{pxp}), an eigenfunction of $PxP$ obeys $ia'+Aa=Xa$, or
\begin{equation}
a'=i(A-X)a .
\end{equation}
Its transport round the zone is the path-ordered exponential of $i\int A\,dk$, multiplied by $e^{-2\pi iX/c}$. The loop must approximate this exponential.

Let $\bar k$ be the midpoint of a link and use a smooth basis. Orthonormality gives $\langle\partial_ku_m|u_n\rangle=-\langle u_m|\partial_ku_n\rangle$, so
\begin{equation}
M=1-\Delta\langle u|\partial_ku\rangle_{\bar k}+O(\Delta^2)
=1+i\Delta A(\bar k)+O(\Delta^2).
\end{equation}
Reversing $\Delta$ about the fixed midpoint exchanges the end points, which turns $M$ into $M^\dagger$ and $Q$ into $Q^\dagger=Q^{-1}$. Hence $\ln Q$ is odd in $\Delta$:
\begin{equation}
Q=\exp[i\Delta A(\bar k)+O(\Delta^3)] .
\end{equation}
The path-ordered exponential over one link has the same reversal property and the same first term. Each link errs by $O(\Delta^3)$, and $N$ links err by $O(N^{-2})$, provided the filled space varies smoothly with $k$.

An independent reference is $PxP$ diagonalized on an open chain of 24 cells, read off in the middle cell. It gives $0.1267733$ nm for the spacer centre and $0.4287559$ nm for the polar one. The loop at $N=40$ has eigenphases $1.59308$ and $5.38792$ rad, so
\begin{equation}
x_{\rm polar}=\frac{0.5\times5.38792}{2\pi}=0.428757\ \text{nm},
\end{equation}
and likewise $x_{\rm spacer}=0.126773$ nm. The polar error relative to $PxP$ is $5.5\times10^{-5}$ nm at $N=5$, $8.61\times10^{-7}$ nm at $N=40$ and $2.15\times10^{-7}$ nm at $N=80$. The last doubling reduces it by a factor of $4.00$, as the derived order requires.

\section{What unitarization changes}

Since $\det M=\det Q\,\det\Sigma$ and $\det\Sigma>0$, discarding $\Sigma$ leaves the total phase unchanged. Individual phases do change. Let
\begin{equation}
K=Px(1-P)xP .
\end{equation}
To first order $(1-P)e^{i\Delta x}P=i\Delta(1-P)xP$, so the norm remaining after projection is
\begin{equation}
B^\dagger B=P-\Delta^2K+O(\Delta^3),\qquad
(B^\dagger B)^{1/2}\simeq P-\tfrac12\Delta^2K .
\end{equation}
In the basis of centres, $B\simeq\mathrm{diag}(d_n)(1-\tfrac12\Delta^2K)$ with $d_n=e^{i\Delta X_n}$. Second-order perturbation theory gives
\begin{equation}
\frac{\lambda_n}{d_n}\simeq1-\frac{\Delta^2}{2}K_{nn}
+\frac{\Delta^4}{4}\sum_{m\ne n}\frac{d_m|K_{nm}|^2}{d_n-d_m}.
\end{equation}
Because $K$ is short-ranged, the important pairs have $\Delta|X_n-X_m|\ll1$, where $d_m/(d_n-d_m)\simeq1/[i\Delta(X_n-X_m)]$. The resulting phase, divided by $\Delta$, is the raw centre minus the unitarized one:
\begin{equation}
\delta X_n=-\frac{\Delta^2}{4}\sum_{m\ne n}\frac{|K_{nm}|^2}{X_n-X_m}.
\end{equation}

At $N=80$ this formula, with $K$ taken from the open chain, predicts $-9.68\times10^{-9}$ nm for the spacer and $+9.68\times10^{-9}$ nm for the polar centre. The raw loop shows the same shifts to the printed digits; they cancel in the sum, as the determinant demands. Both shifts add to the mesh error, but they are smaller than it: the ratio is $0.0097/0.215$, or $4.5\%$, for the polar centre and $0.0097/0.0572$, or $17\%$, for the spacer. In this well-gapped chain, unitarization therefore gains little numerical accuracy. Its gain is structural: pure phases and orthonormal Wannier functions at each finite $N$.

The discarded moduli still carry information. Over $N$ links the modulus is
\begin{equation}
|\lambda_n|^N\simeq e^{-N\Delta^2K_{nn}/2}=e^{-\pi\Delta K_{nn}/c}.
\end{equation}
For an eigenfunction of $PxP$, the filled space contributes only $X_n^2$ to $\langle x^2\rangle$, so $K_{nn}=\langle x^2\rangle-X_n^2$ is its variance. With $\Delta=0.157$ nm$^{-1}$, the moduli quoted above give root-mean-square widths of about $0.035$ nm for the spacer function and $0.034$ nm for the polar one, within the model's point-like orbitals.

\section{The resulting procedure}

\begin{enumerate}
\item At fixed $q$, diagonalize on $N$ points and keep all filled states. Close the mesh with (\ref{close}).
\item Form each link, decompose it, and inspect its smallest singular value. Replace it by $VY^\dagger$.
\item Multiply in order, diagonalize $W$, and convert its phases to centres.
\item Repeat over $q$ and along the displacement path, adding multiples of $c$ so that each centre moves continuously.
\end{enumerate}

The smallest singular value here is $0.9886$ at $N=5$ and $0.9998$ at $N=40$. While the centres stay apart, each keeps its label along the path. The label names an anion only as long as the centre also stays close to that anion, as it does here. If two centres meet at some $q$, their labels can be exchanged there, although their sum remains defined. If the gap between filled and empty bands closes, the filled space itself generally ceases to be smooth. A singular value can then vanish however fine the mesh, and the centres are no longer well defined.

\section{Which anion carries the polarization}

Averaged over $q$, the centres at $u=0$ are $0.125000$ and $0.375000$ nm, the anion positions. Inversion about an anion maps the set of centres onto itself, so a single centre near each anion must lie exactly on it. At $u=0.05$ nm they are $0.126750$ and $0.428742$ nm. On a path of 21 structures from $-u$ to $+u$ the largest step of any centre is $0.0057$ nm, far below $c/2$, so no branch is in doubt.

The cation cores carry $+2e$ and stay fixed; the anion cores carry no charge. With two electrons of charge $-e$ per centre and cell volume $b^2c$,
\begin{equation}
\Delta P=-\frac{2e}{b^2c}\sum_n\langle\Delta x_n\rangle_q .
\end{equation}
Moving one centre by $c$ changes $P$ by the quantum $2e/b^2=512.7\ \mu$C/cm$^2$. Therefore
\begin{equation}
\Delta P=-512.7\times\frac{0.001750+0.053742}{0.5}
=-56.9\ \mu\text{C/cm}^2,
\end{equation}
or $-0.569$ C/m$^2$. The polar centre supplies $-55.1$ and the spacer centre $-1.8\ \mu$C/cm$^2$. The open-chain $PxP$ calculation also gives $-56.9\ \mu$C/cm$^2$.

Dividing the change in the cell's dipole moment by the anion displacement between $-u$ and $+u$ gives $-2.15e$ from the polar centre and $-0.07e$ from the spacer. The excess over $-2e$ has a simple leading-order origin. An anion orbital mixes into a cation at distance $d$ with weight about $(t/\delta)^2$, where $\delta=5.8$ eV is their energy difference. At $u=0.05$ nm the two distances are $0.075$ and $0.175$ nm, and the shift towards the nearer cation is
\begin{equation}
\Bigl(\frac{1.5}{5.8}\Bigr)^2\!\bigl(0.075\,e^{0.8}-0.175\,e^{-0.8}\bigr)
\simeq0.006\ \text{nm}.
\end{equation}
The computed polar centre lies $0.004$ nm beyond its anion, with the same sign and order. The estimate scales as $f^2$. The computed shift beyond the anion also grows with $f$, but more slowly, from $0.0021$ nm at $q=\pi/b$ to $0.0053$ nm at $q=0$, or roughly as $f^{1.5}$: the hopping to the nearer cation is not small compared with $\delta$, so higher orders matter. The spacer shift is indirect: the displacement alters no bond between the spacer and a cation.

\section{Distance from a real capacitor}

The gap, the displacement and a polarization of some tens of $\mu$C/cm$^2$ are roughly those of ferroelectric hafnia. The geometry is not: real spacer and polar oxygens lie in different layers, and the shortest cation--anion distance here, $0.075$ nm, is far below a real bond length of about $0.2$ nm. One omission is the position matrix element between neighbouring cation and anion orbitals. An assumed value of $0.01$ nm at distance $c/4$, scaled with the hopping at other distances and with the sign chosen here, changes $P$ by $+7.7\ \mu$C/cm$^2$ averaged over $q$ ($+7.6$ at $q=\pi/2b$), which is $13\%$ of its magnitude. At $2$ MV/cm, a rough relative permittivity of 30 adds $5.1\ \mu$C/cm$^2$ of dielectric response. The model's own electronic part is $0.16\ \mu$C/cm$^2$, equivalent to an electronic permittivity near 1.9, well below the rough value of 4 to 5 for the real oxide. At 300 K, vibration of the polar anion alone about a fixed mean displacement, with an assumed energy of 40 meV, changes $P$ by about $0.05\ \mu$C/cm$^2$, and motion of the other atoms raises this to roughly $0.1\ \mu$C/cm$^2$; softening of the mean displacement is not included. Band-to-band tunnelling and thermal carriers are negligible in the model crystal, with both estimated factors below $10^{-40}$. These factors do not bound the leakage of a real film, where lighter carriers, injection from the electrodes and defects all matter. Real films also break the assumption of one aligned domain. If grain axes are random and each grain can only reverse along its own axis, full poling leaves the average $\int_0^1\mu\,d\mu=1/2$ of the axial value, where $\mu$ is the cosine of the angle to the field. That alone lowers $56.9$ to about $28\ \mu$C/cm$^2$. The remaining computed values are in the numerical output.

\section*{Computed results}
\begin{verbatim}
period c = 0.5 nm, transverse spacing b = 0.25 nm, u = 0.05 nm
on-site energies (orbitals 0,1,2,3) = [ 3.  -3.2  3.  -2.8] eV
hopping t0 = 1.5 eV, anion-anion = -0.3 eV, decay = 0.125 nm
interchain hopping ratio = 0.15; sample q = 6.2832 1/nm
smallest gap over k and q = 5.409 eV
ring identity, largest deviation = 1.8e-15 nm
random gauge, largest deviation = 8.3e-17 nm
N=5: first-link singular values = 0.999974, 0.988572; smallest of all = 0.988572
N=40: first-link singular values = 1.000000, 0.999794; smallest of all = 0.999794
PxP centres at sample q: spacer 0.1267733, polar 0.4287559 nm
N=5: Wilson minus PxP: spacer -1.480e-05, polar 5.455e-05 nm
N=10: Wilson minus PxP: spacer -3.672e-06, polar 1.374e-05 nm
N=20: Wilson minus PxP: spacer -9.163e-07, polar 3.441e-06 nm
N=40: Wilson minus PxP: spacer -2.290e-07, polar 8.606e-07 nm
N=80: Wilson minus PxP: spacer -5.723e-08, polar 2.152e-07 nm
N=40 eigenphases: 1.59308, 5.38792 rad
N=40 centres: 0.126773, 0.428757 nm
N=80 raw-loop moduli: 0.998759, 0.998877
N=80 raw shift: -9.678e-09, 9.678e-09 nm
N=80 predicted shift: -9.678e-09, 9.678e-09 nm
smallest splitting of the two filled bands = 0.947 eV
single-band Berry centres: 0.03794, 0.01759 nm
sum modulo c: bands 0.05553, PxP 0.05553 nm
q=0: spacer 0.127252, polar 0.430312 nm
q=pi/(2b): spacer 0.126773, polar 0.428757 nm
q=pi/b: spacer 0.126204, polar 0.427148 nm
q-average at -u: spacer 0.123250, polar 0.321258 nm
q-average at 0: spacer 0.125000, polar 0.375000 nm
q-average at +u: spacer 0.126750, polar 0.428742 nm
largest centre step on 21-point path = 0.00566 nm
secant charge: spacer -0.0700, polar -2.1497, total -2.2197 e
P parts at +u: spacer -1.795, polar -55.107 uC/cm2
P at +u relative to u=0 = -56.902 uC/cm2 = -0.56902 C/m2
same P from open-chain PxP = -56.901 uC/cm2
polarization quantum 2e/b^2 = 512.70 uC/cm2
field = 2.0 MV/cm, T = 300.0 K, rough eps_r = 30.0
neglected electronic response = 0.165 uC/cm2
neglected total dielectric response = 5.135 uC/cm2
off-diagonal position (0.01 nm) changes P by 7.570 uC/cm2
rough vibration 40 meV, mass 16 u: rms motion = 0.00709 nm
thermal-motion curvature changes P by 0.047 uC/cm2
log10 tunnelling probability per pass = -133
log10 thermal carrier factor = -45.4
\end{verbatim}
